\section*{Z-vector equation by preconditioned conjugate gradients, with a gradient-based threshold}

\section{What the form of the error must be}

The MP2 correlation gradient of a molecule, whose energy is not stationary in the Hartree--Fock orbitals, contains a term linear in a vector $z_{ai}$, where $i$ labels an occupied and $a$ a virtual orbital. The vector solves $Az=-L$, in which $A$ and $L$ are energies, so $z$ is dimensionless. An iterative solver stops at some $z_k$ with residual
\begin{equation}
r_k=-L-Az_k ,
\end{equation}
also an energy. Because the gradient is linear in $z$ and $z_k-z$ is linear in $r_k$, the gradient error is linear in $r_k$. It must not change when occupied orbitals are mixed among themselves, or virtual ones among themselves, so both indices of $r_{ai}$ must be contracted with a quantity that transforms in the same way. An energy per length results if that quantity is an inverse length. The first-order rotation of the orbitals per nuclear displacement, $U^x_{ai}$, measured from the frozen orbitals defined below, has these properties, and so does the virtual--occupied block of the derivative of the overlap matrix. They do not fix the choice or its numerical factor; the derivation below gives
\begin{equation}
\text{gradient error}=r_k\cdot U^x ,\qquad u\cdot v=\sum_{ai}u_{ai}v_{ai}.
\label{eq:claim}
\end{equation}

\section{Setting and orbital response}

The method is closed-shell MP2 on a restricted Hartree--Fock (RHF) reference with real orbitals, all electrons correlated, in atomic units. Indices $i,j,k$ are occupied, $a,b,c$ virtual and $p,q,r,s$ general. Integrals $(pq|rs)$ have $pq$ on one electron and $rs$ on the other. For a symmetric density matrix $P$, define
\begin{equation}
G(P)_{pq}=\sum_{rs}P_{rs}\left[(pq|rs)-\tfrac12(pr|sq)\right].
\label{eq:G}
\end{equation}
The Fock matrix is the one-electron matrix plus $G(P)$, with $P_{ij}=2\delta_{ij}$ in the molecular orbital basis.

When a nuclear coordinate $x$ changes, the overlap matrix $S$ changes too. The reference coefficients $C_0$ are therefore replaced by
\begin{equation}
C(x)=C_0\,(C_0^TS(x)C_0)^{-1/2},
\end{equation}
which satisfies $C^TSC=1$. These are called frozen orbitals. Relaxation is then a rotation $C(x)e^K$ with $K_{ai}=\kappa_{ai}=-K_{ia}$. Rotations within the occupied or virtual space are not needed, since the energies used here are invariant to them. To first order,
\begin{equation}
\phi_i'=\phi_i+\sum_b\kappa_{bi}\phi_b,\qquad
\phi_a'=\phi_a-\sum_j\kappa_{aj}\phi_j .
\label{eq:rot}
\end{equation}

The RHF condition is $F_{ai}(x,\kappa)=0$. At the reference $F_{pq}=\varepsilon_p\delta_{pq}$, so rotating the two indices of $F_{ai}$ gives
\begin{equation}
\sum_b\kappa_{bi}F_{ab}-\sum_j\kappa_{aj}F_{ji}
=(\varepsilon_a-\varepsilon_i)\kappa_{ai}.
\end{equation}
The density also changes. Each spatial orbital holds two electrons, so $\delta P_{bj}=\delta P_{jb}=2\kappa_{bj}$. Inserting both elements in \eqref{eq:G} yields
\begin{align}
G(\delta P)_{ai}
&=\sum_{bj}2\kappa_{bj}\left[2(ai|bj)-\tfrac12(ab|ji)-\tfrac12(aj|bi)\right]\nonumber\\
&=\sum_{bj}\left[4(ai|bj)-(ab|ij)-(aj|bi)\right]\kappa_{bj}.
\end{align}
Hence $A=\partial F/\partial\kappa$ is
\begin{equation}
A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}
+4(ai|bj)-(ab|ij)-(aj|bi),
\end{equation}
a symmetric matrix. Let $F^x_{ai}$ be the derivative of $F_{ai}$ with orbitals frozen and $U^x=d\kappa/dx$. Differentiating $F(x,\kappa(x))=0$ gives
\begin{equation}
AU^x=-F^x .
\label{eq:cphf}
\end{equation}

\section{One vector for all coordinates}

With $L=\partial E_2/\partial\kappa$, the chain rule gives $dE_2/dx=\partial E_2/\partial x+L\cdot U^x$. Used directly, this needs a solution of \eqref{eq:cphf} for every coordinate. Consider instead
\begin{equation}
\mathcal L(x,\kappa,z)=E_2(x,\kappa)+z\cdot F(x,\kappa).
\end{equation}
It equals $E_2$ whenever the RHF condition holds. Making it stationary in $\kappa$ gives $L+Az=0$, where the symmetry of $A$ has been used. The implicit dependence on $x$ then drops out:
\begin{equation}
Az=-L,\qquad
\frac{dE_2}{dx}=\frac{\partial E_2}{\partial x}+z\cdot F^x .
\label{eq:grad}
\end{equation}
The same $z$ serves every $x$. The total MP2 gradient adds the RHF gradient, which needs no $z$ because the RHF energy is itself stationary in $\kappa$.

\section{The right-hand side}

Let $v_{ij}^{ab}=(ia|jb)$ and $\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}$. The Hylleraas functional is
\begin{equation}
J=2\sum_{ijab}\tilde t_{ij}^{ab}v_{ij}^{ab}
+\sum_{ij}D_{ij}F_{ij}+\sum_{ab}D_{ab}F_{ab},
\end{equation}
\begin{equation}
D_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab},\qquad
D_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc}.
\end{equation}
In canonical orbitals the pair symmetry $t_{ij}^{ab}=t_{ji}^{ba}$ turns each factor 2 in $D$ into a sum over both members of a pair. With $\Delta=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$,
\begin{equation}
J=\sum\tilde t\,(2v+\Delta t),\qquad
\delta J=2\sum\delta\tilde t\,(v+\Delta t).
\end{equation}
The second form holds because $t\mapsto\tilde t$ is a symmetric linear map and $\Delta$ is unchanged by exchanging $a$ and $b$. Stationarity gives $t=-v/\Delta$, and then $J=\sum\tilde t\,v=E_2$. Since $J$ is invariant when orbitals and amplitudes are rotated together within each space, its stationary value defines $E_2$ also when the occupied and virtual Fock blocks are not diagonal. The derivative with respect to $\kappa$ may therefore be taken at fixed $t$.

Three contributions arise from \eqref{eq:rot}.
\begin{itemize}
\item Replacing $\phi_i$ by $\phi_a$ in either of the two occupied positions of $v$ gives $4\sum_{kbc}\tilde t_{ik}^{bc}(ab|kc)$.
\item Replacing $\phi_a$ by $-\phi_i$ in either virtual position gives $-4\sum_{jkc}\tilde t_{jk}^{ac}(ji|kc)$.
\item In the Fock terms, rotating the indices produces elements $F_{ai}$, which vanish at the reference. The density change remains. The kernel of \eqref{eq:G} is symmetric under exchange of $pq$ with $rs$, so $\sum D_{pq}G(\delta P)_{pq}=\sum G(D)_{pq}\delta P_{pq}=4\sum_{ai}G(D)_{ai}\kappa_{ai}$.
\end{itemize}
Together,
\begin{equation}
L_{ai}=4\sum_{kbc}\tilde t_{ik}^{bc}(ab|kc)
-4\sum_{jkc}\tilde t_{jk}^{ac}(ji|kc)+4G(D)_{ai}.
\end{equation}

\section{Scheme and cost}

The product $Az$ repeats the calculation that produced $A$, with $z$ in place of $\kappa$. In the atomic basis, with $C_o$ and $C_v$ the occupied and virtual columns of $C_0$,
\begin{align}
P_z&=2\left(C_vzC_o^T+C_oz^TC_v^T\right),\nonumber\\
(Az)_{ai}&=(\varepsilon_a-\varepsilon_i)z_{ai}
+\left[C_v^TG(P_z)C_o\right]_{ai}.
\end{align}
This is one Coulomb and exchange build, as in an RHF iteration. The preconditioner is the diagonal matrix $M$ with elements $\varepsilon_a-\varepsilon_i$, positive when every virtual level lies above every occupied one.

\begin{verbatim}
input: b = -L, M, threshold tau
z = 0;  r = b;  y = r/M;  p = y;  rho = r.y
while norm(r) > tau:
    q = A p                 # one Fock-like build
    if p.q <= 0: stop, reference is not a stable minimum
    alpha = rho/(p.q)
    z = z + alpha p;  r = r - alpha q
    y = r/M;  rho_new = r.y
    p = y + (rho_new/rho) p;  rho = rho_new
r = b - A z                 # one build, checks recursion
if norm(r) > tau: restart from z with this r
return z
\end{verbatim}

With $o$ occupied and $v$ virtual orbitals, storing $A$ would take $(ov)^2$ numbers; the solver keeps a few vectors of length $ov$. A build over all integrals of $N$ basis functions costs of order $N^4$ operations. The contractions for $L$ cost of order $o^2v^3$ and $o^3v^2$, and are done once. They need the integrals $(ab|kc)$ and $(ji|kc)$ in the orbital basis, whose transformation costs of order $oN^4$, more than either contraction; stored in full, $(ab|kc)$ takes $ov^3$ numbers, more than $A$ itself when $v>o$.

\section{Convergence and stability}

Conjugate gradients require $A$ to be positive definite. The RHF energy changes by $\sum F_{pq}\delta P_{pq}=4\sum F_{ai}\kappa_{ai}$ to first order, and at a stationary point the Hessian is therefore $4A$. Positive definiteness means that the reference is a proper minimum against real, spin-restricted rotations.

Starting from zero, $z_k$ minimizes $\tfrac12z^TAz-b\cdot z$ over the Krylov space spanned by $(M^{-1}A)^nM^{-1}b$, $n<k$. Equivalently, it minimizes the energy norm $\|z_k-z\|_A$, where $\|u\|_A^2=u^TAu$. Every candidate error has the form $-p(M^{-1}A)z$ with $p$ a polynomial of degree at most $k$ and $p(0)=1$. Let $M^{-1/2}AM^{-1/2}$ have eigenvalues between $\mu_{\min}$ and $\mu_{\max}$, and let $c=\mu_{\max}/\mu_{\min}$. The matrix $M^{-1}A$ has the same eigenvalues $\mu$ and is self-adjoint in the inner product $u^TAv$, so expanding $z$ in its $A$-orthogonal eigenvectors gives $\|p(M^{-1}A)z\|_A\le\max_\mu|p(\mu)|\,\|z\|_A$. Since $z_k$ has the smallest error of all candidates, any admissible $p$ gives a bound. The Chebyshev polynomial $T_k$, shifted to this interval and scaled to $p(0)=1$, has largest magnitude $1/T_k(w)$ there, with $w=(c+1)/(c-1)$. Writing $w=\tfrac12(\rho+\rho^{-1})$ gives $\rho=(\sqrt c+1)/(\sqrt c-1)$ and $T_k(w)=\tfrac12(\rho^k+\rho^{-k})\ge\tfrac12\rho^k$. Thus
\begin{equation}
\frac{\|z_k-z\|_A}{\|z\|_A}\le
2\left(\frac{\sqrt c-1}{\sqrt c+1}\right)^k .
\label{eq:cg}
\end{equation}

\section{From residual to gradient error}

Since $r_k=A(z-z_k)$, we have $z_k-z=-A^{-1}r_k$. The explicit term in \eqref{eq:grad} does not contain $z$. The gradient error is therefore
\begin{equation}
(z_k-z)\cdot F^x=-r_k\cdot A^{-1}F^x=r_k\cdot U^x ,
\label{eq:identity}
\end{equation}
using the symmetry of $A$ and then \eqref{eq:cphf}. This is \eqref{eq:claim} with unit factor.

The identity belongs to the choice of frozen orbitals, which fixes how the gradient is split into the two terms of \eqref{eq:grad}. Let $S^x=C_0^T(\partial S/\partial x)C_0$. To first order $C(x)e^K=C_0(1-\tfrac12S^x\delta x+K)$, so the coefficient of reference column $a$ in the change of occupied column $i$ is $\bar U^x_{ai}=U^x_{ai}-\tfrac12S^x_{ai}$. Suppose the frozen occupied orbitals are instead kept in the span of the columns $C_o$. The response is then $\bar U^x$, the Fock derivative is $-A\bar U^x=F^x+\tfrac12AS^x$, and the explicit term is $\partial E_2/\partial x+\tfrac12L\cdot S^x$, with $S^x$ standing for its virtual--occupied block. The two gradient formulas differ by $\tfrac12(L+Az_k)\cdot S^x=-\tfrac12r_k\cdot S^x$. They agree for the exact $z$, while for $z_k$ the second has the error $r_k\cdot\bar U^x$. The bounds and thresholds below must therefore use the response and Fock derivative of the formula actually programmed.
 The Cauchy--Schwarz inequality gives
\begin{equation}
|\text{gradient error}|\le\|r_k\|\,\|U^x\| ,
\end{equation}
with equality when $r_k$ is parallel to $U^x$. No smaller multiple of $\|r_k\|$ is safe for an arbitrary residual direction. For a largest allowed error $\epsilon$ in any component,
\begin{equation}
\tau_U=\frac{\epsilon}{\max_x\|U^x\|},\qquad
\tau_{\rm safe}=\frac{\epsilon\,\lambda_{\min}}{\max_x\|F^x\|}\le\tau_U ,
\end{equation}
where $\lambda_{\min}$ is the lowest eigenvalue of $A$. The second threshold follows from $\|U^x\|\le\|F^x\|/\lambda_{\min}$ and avoids solving for each $U^x$, though it needs the norms of $F^x$. A Rayleigh quotient $u^TAu/u^Tu$ lies at or above $\lambda_{\min}$, so an estimate obtained from trial vectors must be reduced by a margin.

Linearity does not make the error strictly proportional to $\|r_k\|$ along the iteration, because the direction of $r_k$ changes. Moreover, for the iteration started from zero without restart, $r_k$ is minus the gradient of $\tfrac12z^TAz-b\cdot z$ at its minimizer over the Krylov space and is therefore orthogonal to that space, so $U^x$ in \eqref{eq:identity} may be replaced by $U^x-u$ for any $u$ in that space. The error gains a further small factor if the space happens to represent $U^x$ well.

The quantity $b\cdot z_k=-L\cdot z_k$ is such a case. With $e=z-z_k$, $b=Az$ and $z_k\cdot r_k=0$,
\begin{equation}
b\cdot e=z\cdot Ae=(z_k+e)\cdot r_k=r_k^TA^{-1}r_k .
\label{eq:quad}
\end{equation}
This error is quadratic in the residual. Watching $L\cdot z_k$ settle would therefore give a false picture of the gradient.

\section{Water with unequal bonds}

The example is planar water with O--H distances 1.810 and 2.088 bohr, in the 6-31G basis. There are 5 occupied and 8 virtual orbitals, hence $5\times8=40$ rotations. The basis is small and MP2 is a second-order treatment, so the numbers illustrate the algorithm and are no prediction of measured forces. They are not converged in the basis: the oxygen $z$ and $y$ components of the correlation gradient, 0.0346 and 0.0021 hartree/bohr below, become 0.0287 and 0.0012 in cc-pVDZ and 0.0328 and 0.0010 in aug-cc-pVDZ. The split into explicit and response terms, the gradient errors, the response norms and the thresholds below all refer to the symmetrically orthonormalized frozen orbitals.

For the $z$ coordinate of oxygen, \eqref{eq:grad} gives, in hartree/bohr,
\begin{equation}
0.0281001+0.0064789=0.0345790 .
\end{equation}
For its $y$ coordinate the sum is $-0.0000237+0.0020947=0.0020710$, nearly all of it response. Both agree with finite differences of MP2 energies from reconverged orbitals; over all six in-plane coordinates the largest deviation is $1.1\times10^{-9}$ hartree/bohr.

The eigenvalues of $A$ run from 0.314 to 21.6 hartree, a condition number of 68.9. Preconditioning lowers it to $c=3.82$, for which the factor in \eqref{eq:cg} is $(1.955-1)/(1.955+1)=0.32$ per iteration; without it the factor is 0.78. To reach $\|r\|<10^{-10}$ hartree took 12 builds with the preconditioner and 26 without. The factors are upper bounds and overstate the work: the observed mean reductions of $\|z_k-z\|_A$ per iteration are 0.16 and 0.44. Moreover $L$ is even under reflection in the molecular plane, so the iteration stays in the block of 29 even rotations, where the lowest eigenvalue of $A$ is 0.401 hartree and $c=3.30$; the eigenvalue 0.314 belongs to the odd block. The count without preconditioner is close to this dimension and grows with the basis, to 43 in cc-pVDZ and 58 in aug-cc-pVDZ, against 13 and 14 with the preconditioner. These counts, and those below, omit the final check build.

Selected iterates are listed below. The residual norm and the error of $-L\cdot z_k$ are in hartree, the largest gradient error in hartree/bohr.

\begin{center}
\begin{tabular}{rccc}
$k$ & $\|r_k\|$ & gradient error & error of $-L\cdot z_k$\\
\hline
0 & $1.2\times10^{-1}$ & $6.5\times10^{-3}$ & $9.0\times10^{-3}$\\
1 & $2.3\times10^{-2}$ & $8.5\times10^{-4}$ & $2.7\times10^{-4}$\\
2 & $6.3\times10^{-3}$ & $7.9\times10^{-4}$ & $3.8\times10^{-5}$\\
5 & $5.5\times10^{-5}$ & $7.2\times10^{-6}$ & $7.6\times10^{-10}$\\
7 & $1.4\times10^{-6}$ & $1.1\times10^{-7}$ & $4.1\times10^{-13}$\\
8 & $1.8\times10^{-7}$ & $4.0\times10^{-9}$ & $1.1\times10^{-14}$
\end{tabular}
\end{center}

At $k=0$ the gradient error is the whole response term. From $k=1$ to $k=2$ the residual falls by a factor 3.7 while the gradient error hardly moves, which shows the effect of direction. Over the full run the ratio of gradient error to $\|r_k\|$ stays between 0.022 and 0.130 bohr$^{-1}$, and a log--log fit has slope 0.99. At $k=5$ the quantity $-L\cdot z_k$ is converged to below $10^{-9}$ hartree, yet the gradient is still wrong by $7.2\times10^{-6}$ hartree/bohr.

Take $\epsilon=10^{-6}$ hartree/bohr, or $5.14\times10^{-5}$ eV/\AA. Only the six in-plane coordinates matter: for an out-of-plane coordinate $U^x$ is odd under reflection in the molecular plane, while $L$, and with it every $r_k$, is even, so the error $r_k\cdot U^x$ vanishes. Among the in-plane coordinates the largest response norm is 0.567 bohr$^{-1}$, so
\begin{equation}
\tau_U=\frac{10^{-6}}{0.567}=1.76\times10^{-6}\ \text{hartree}.
\end{equation}
This stops after 7 builds with an error of $1.1\times10^{-7}$ hartree/bohr. The safe threshold, $2.10\times10^{-7}$ hartree, is 8.4 times tighter and costs one more build. It uses the lowest eigenvalue of the whole matrix; the lowest one of the even block would give $2.68\times10^{-7}$ hartree and the same number of builds. The numerical check checks $L$, $A$, the error identity and both thresholds numerically.

\section{Failure modes}

\textbf{Near-instability.} If $\lambda_{\min}\to0$ while $F^x$ keeps a component along the corresponding eigenvector, $\|U^x\|$ grows as $1/\lambda_{\min}$ and a fixed residual threshold loses its meaning. A soft mode of a symmetry that $F^x$ does not contain leaves $U^x$ finite, although $\tau_{\rm safe}$ still shrinks to zero. If $A$ is indefinite, the solver may meet $p\cdot Ap\le0$. Not meeting it proves nothing about directions outside the Krylov space, so stability needs its own check.

\textbf{Inexact builds.} Suppose integral screening replaces $A$ by $A+E$, with the same matrix $E$ in every build, and the solver converges fully, to $\bar z$. The true residual is then $b-A\bar z=E\bar z$, and the gradient error is $(E\bar z)\cdot U^x$. The recursion cannot see this, and neither can a final check made with the same screening; the check should use a tighter build. Screening weighted by the density is not of this form, because $E$ then changes from build to build. The recursive residual drifts from the true one and may stall, and the final check exposes that drift, missing only the screening error of its own build.

\textbf{Error in $L$.} An error $\delta L$ changes $z$ by $-A^{-1}\delta L$ and the gradient by $\delta L\cdot U^x$. The right-hand side therefore needs the same absolute accuracy as the residual.

\textbf{Frozen core.} If core orbitals are left uncorrelated, $E_2$ is no longer invariant to mixing core and correlated occupied orbitals. The Lagrangian then needs further conditions for those rotations, and the equations above are incomplete.

\section*{Numbers as computed}
\begin{verbatim}
Water, RHF/MP2, 6-31G; atomic units
H1 (y,z), H2 (y,z) / bohr: [1.43 1.11] [-1.65  1.28]
O-H distances / bohr: 1.8102 2.0883
occupied, virtual, rotations: 5 8 40
RHF energy / hartree: -75.96713792
MP2 correlation energy / hartree: -0.13544354
norm of L / hartree: 0.115507
norm of z: 0.087263
A eigenvalues min, max / hartree: 0.31378 21.62139
condition number of A: 68.906
preconditioned eigenvalues: 0.42743 1.63358
preconditioned condition number: 3.822
E2 gradient / (hartree/bohr)
coord  explicit   response   sum        relaxed FD  |U_x|/bohr^-1
O y   -0.0000237  0.0020947  0.0020710  0.0020710 0.56720
O z    0.0281001  0.0064789  0.0345790  0.0345790 0.52070
H1 y  -0.0180896 -0.0006953 -0.0187849 -0.0187849 0.42919
H1 z  -0.0132122 -0.0051361 -0.0183483 -0.0183483 0.41670
H2 y   0.0181133 -0.0013994  0.0167139  0.0167139 0.34032
H2 z  -0.0148879 -0.0013428 -0.0162307 -0.0162307 0.33841
max deviation L / hartree: 1.7e-10
max deviation A / hartree: 4.2e-10
max deviation A U_x + F_x / (hartree/bohr): 3.8e-08
max deviation gradient / (hartree/bohr): 1.1e-09
max identity mismatch over |r| / bohr^-1: 1.3e-07
PCG: k, |r|/hartree, max grad error/(hartree/bohr),
     error/|r| in bohr^-1, error of -L.z in hartree
 0 1.155e-01 6.479e-03 0.0561 9.03e-03
 1 2.326e-02 8.498e-04 0.0365 2.66e-04
 2 6.282e-03 7.911e-04 0.1259 3.83e-05
 3 1.420e-03 9.637e-05 0.0679 9.00e-07
 4 3.271e-04 2.909e-05 0.0889 4.62e-08
 5 5.524e-05 7.184e-06 0.1301 7.61e-10
 6 9.903e-06 4.279e-07 0.0432 1.86e-11
 7 1.365e-06 1.052e-07 0.0771 4.11e-13
 8 1.844e-07 4.048e-09 0.0220 1.09e-14
 9 1.632e-08 8.062e-10 0.0494 7.98e-17
10 2.863e-09 1.635e-10 0.0571 5.20e-18
11 2.849e-10 3.710e-11 0.1302 5.20e-18
12 2.979e-11 2.932e-12 0.0984 3.47e-18
log-log slope of gradient error against |r|: 0.993
builds to |r|<1e-10 hartree, PCG: 12
builds to |r|<1e-10 hartree, plain CG: 26
target error / (hartree/bohr): 1.0e-06
target error / (eV/angstrom): 5.142e-05
threshold from U_x / hartree: 1.763e-06
  builds 7, |r| 1.37e-06 hartree, error 1.05e-07 hartree/bohr
threshold safe / hartree: 2.097e-07
  builds 8, |r| 1.84e-07 hartree, error 4.05e-09 hartree/bohr
\end{verbatim}
